# Finite-angle rotation of one moment in a ferromagnetic chain

## Problem

An infinite chain has one orbital per site. Electrons hop between nearest neighbours with matrix element $-t$, and on site $i$ they feel an exchange field along the unit vector $\mathbf e_i$:

$$H=-t\sum_{i,\sigma}\left(c^\dagger_{i\sigma}c_{i+1,\sigma}+\text{h.c.}\right)-\frac{\Delta}{2}\sum_i c_i^\dagger\,(\mathbf e_i\cdot\boldsymbol\sigma)\,c_i .$$

Here $c_i$ is the two-component spinor of site $i$. At first every $\mathbf e_i=\hat z$, so the spin-up level lies at $-\Delta/2$ and the spin-down level at $+\Delta/2$. Then $\mathbf e_0$ alone is turned by an angle $\theta$ in the $xz$ plane. The splitting $\Delta$ keeps its size, the temperature is zero, and there is no spin-orbit coupling. Write $u=1-\cos\theta$.

(a) Express the band-energy change through a Lloyd determinant $D$, and find how $D$ depends on $u$.

(b) Turn the energy integral into one suited to numerical work.

(c) Find the coefficient $A_1$ of the law $A_1(1-\cos\theta)$ that holds at small angle, relate it to pair exchange constants, and find the next coefficient.

(d) Solve the limit $\Delta\to\infty$ in closed form, with the Fermi energy at the centre of the up band, and find the leading correction in $1/\Delta$.

(e) For $t=0.02$ hartree, $\Delta=0.2$ hartree and $E_F=-\Delta/2$, evaluate the energy from $30^\circ$ to $180^\circ$ and its relative departure from $A_1(1-\cos\theta)$.

## Solution

### What energy is meant

At fixed Fermi energy the natural quantity is the change of the grand potential,

$$\Delta\Omega=\int_{-\infty}^{E_F}(E-E_F)\,\Delta\rho(E)\,dE ,$$

where $\Delta\rho$ is the change of the density of states. It is also the band-energy change at fixed electron number $N$ in a very long chain. To see this, write the energy of a ring of $L$ sites as $\Omega(\mu)+\mu N$, with $\mu$ chosen so that the number is $N$. After the rotation, the slope of this expression in $\mu$ at $\mu=E_F$ is $-\Delta N$, where $\Delta N$ is the change of the total electron number at fixed $E_F$, on the rotated site and around it. This is of order one. In a metal the shift of $\mu$ that restores $N$ is of order $1/L$, so the energy differs from $\Delta\Omega$ by a term of order $1/L$.

By contrast, $\int^{E_F}E\,\Delta\rho\,dE=\Delta\Omega+E_F\Delta N$ at fixed $E_F$ depends on the zero of energy and is not the cost of the rotation.

The result will be exact for this one-electron model. In a self-consistent calculation the splitting would respond to the rotation, double-counting terms would enter, and a constraining field would be needed to hold the moment at $\theta$. All of these are left out.

### (a) The Lloyd determinant

For eigenvalues $\varepsilon_n$, $\ln\det(E+i0-H)=\sum_n\ln(E-\varepsilon_n+i0)$. Each level above $E$ contributes $\pi$ to the imaginary part and each level below contributes zero. The number of states below $E$ is therefore

$$N(E)=N_{\rm tot}-\frac1\pi\,\mathrm{Im}\ln\det(E+i0-H).$$

Let $V$ be the change of $H$ and $G(z)=(z-H)^{-1}$ the resolvent of the unrotated chain. Since $z-H-V=(1-VG)(z-H)$,

$$\Delta N(E)=-\frac1\pi\,\mathrm{Im}\ln D(E+i0),\qquad D=\det(1-VG).$$

$V$ acts on site 0 only, so the determinant reduces to a $2\times2$ one in spin space. Integrating $\Delta\Omega$ by parts gives a boundary term $(E-E_F)\Delta N$, which vanishes at $E_F$ and below the spectrum. Hence

$$\Delta\Omega=-\int_{-\infty}^{E_F}\Delta N\,dE=\frac1\pi\,\mathrm{Im}\int_{-\infty}^{E_F}\ln D(E+i0)\,dE. \tag{1}$$

With $s=\sin\theta$ the perturbation is

$$V=-\frac\Delta2\left[(\cos\theta-1)\sigma_z+s\,\sigma_x\right]=\frac\Delta2\begin{pmatrix}u&-s\\-s&-u\end{pmatrix}.$$

The on-site resolvent is diagonal, with elements $G_u$ and $G_d$ for spin up and down. Thus

$$1-VG=\begin{pmatrix}1-\frac\Delta2uG_u&\frac\Delta2sG_d\\[2pt]\frac\Delta2sG_u&1+\frac\Delta2uG_d\end{pmatrix},$$

$$D=1+\frac\Delta2u(G_d-G_u)-\frac{\Delta^2}{4}(u^2+s^2)G_uG_d .$$

Now $u^2+s^2=1-2\cos\theta+\cos^2\theta+\sin^2\theta=2u$, so

$$D=1+uX,\qquad X=\frac\Delta2\left(G_d-G_u-\Delta\,G_uG_d\right). \tag{2}$$

The determinant is linear in $1-\cos\theta$. The energy contains its logarithm, which is not linear; this is the source of the departure.

**The Green functions.** Let $w=z-\varepsilon$ be the energy measured from the level $\varepsilon=\mp\Delta/2$. The end site of a half-chain has $g=1/(w-t^2g)$, so $\lambda=t^2g$ obeys $\lambda^2-w\lambda+t^2=0$. The root that decays at large $w$ is $\lambda=(w-R)/2$, where $R=\sqrt{w^2-4t^2}$ is the branch that tends to $w$. Site 0 couples to two half-chains, which gives

$$\Lambda=2\lambda=w-R,\qquad G=\frac1{w-\Lambda}=\frac1R .$$

Next, $G_d-G_u=G_uG_d(G_u^{-1}-G_d^{-1})=G_uG_d(\Delta-\Lambda_u+\Lambda_d)$. Inserted in (2), this cancels the purely atomic part:

$$X=\frac\Delta2\,G_uG_d\,(\Lambda_d-\Lambda_u). \tag{3}$$

For $t=0$ we have $X=0$: turning an isolated moment costs nothing, as rotational symmetry requires.

### (b) The vertical contour

$D$ has no zero in the upper half plane. If it had one, there would be a non-zero spinor $a$ on site 0 with $VGa=a$. Then $\psi=Ga$ would satisfy $(z-H)\psi=a=V\psi$, and it would be a normalizable eigenvector of the Hermitian operator $H+V$ with a complex eigenvalue, which is impossible. $D$ has no poles there either, because $G$ has none.

At large $|z|$, $\Lambda\approx2t^2/(z-\varepsilon)$, so $\Lambda_d-\Lambda_u\approx2t^2\Delta/z^2$ and $X\approx t^2\Delta^2/z^4$. The large arc therefore contributes nothing. Closing the path along the real axis to $E_F$, then up the line $E_F+iy$, gives

$$\int_{-\infty}^{E_F}\ln D\,dE=-i\int_0^\infty\ln D(E_F+iy)\,dy .$$

Since $\mathrm{Im}(-iI)=-\mathrm{Re}\,I$, equation (1) becomes

$$\boxed{\;\Delta\Omega(\theta)=-\frac1\pi\int_0^\infty\ln\left|1+(1-\cos\theta)\,X(E_F+iy)\right|dy\;} \tag{4}$$

Only the modulus of $D$ is needed, so no branch of the logarithm has to be followed.

### (c) Small angles and pair exchange

With $\ln(1+uX)=uX-\tfrac12u^2X^2+\dots$,

$$\Delta\Omega=A_1u+A_2u^2+\dots,\quad A_1=-\frac1\pi\int_0^\infty\mathrm{Re}\,X\,dy,\quad A_2=\frac1{2\pi}\int_0^\infty\mathrm{Re}\,X^2\,dy. \tag{5}$$

The expansion under the integral is guaranteed to converge when $u\max|X|<1$ on the line.

To read $A_1$, use the full resolvents of the two spins, whose inverses differ by $G_u^{-1}-G_d^{-1}=\Delta$. As operators, $G_d-G_u=\Delta\,G_uG_d$. The $00$ element contains a sum over all sites $j$, and the last term in (2) removes $j=0$:

$$X=\frac{\Delta^2}{2}\sum_{j\ne0}G_{u,0j}\,G_{d,j0}. \tag{6}$$

Compare this with the pair model $E=-\sum_{\rm pairs}J_{ij}\,\mathbf e_i\cdot\mathbf e_j$, each pair counted once. Tilt sites 0 and $j$ by small $x$ components $\eta_0$ and $\eta_j$. The model's mixed term is $-J_{0j}\eta_0\eta_j$. In the electron system $V_i=-\frac\Delta2\eta_i\sigma_x$ to first order, and the mixed term of $\ln\det(1-VG)$ is

$$-\mathrm{Tr}(V_0G_{0j}V_jG_{j0})=-\frac{\Delta^2}{2}\eta_0\eta_j\,G_{u,0j}G_{d,j0},$$

the two spin orders being equal by the symmetry of the chain. Using (1) and the vertical contour,

$$J_{0j}=-\frac{\Delta^2}{2\pi}\int_0^\infty\mathrm{Re}\left[G_{u,0j}G_{d,j0}\right]dy,\qquad A_1=\sum_{j\neq0}J_{0j}.$$

A pair model with fixed $J_{0j}$ thus gives $A_1(1-\cos\theta)$ at every angle. The relative departure

$$\delta(\theta)=\frac{\Delta\Omega(\theta)}{A_1(1-\cos\theta)}-1$$

measures what such a model misses. For small $u$, $\delta\approx(A_2/A_1)u$.

Since $A_2u^2=A_2(1-2\cos\theta+\cos^2\theta)$, the second term brings in $\cos^2\theta$. This does not identify a biquadratic pair coupling: a three-site product $(\mathbf e_0\cdot\mathbf e_j)(\mathbf e_0\cdot\mathbf e_k)$ also becomes $\cos^2\theta$ when all other moments are parallel.

### (d) Strong exchange

Put $E_F=-\Delta/2$, so that $w=iy$ for spin up. As $\Delta\to\infty$ at fixed $y$, $G_d\to-1/\Delta$ and $\Lambda_d\to0$. Equation (3) becomes

$$X\to\frac12G_u\Lambda_u=\frac12\left(\frac wR-1\right)=\frac12\left(\frac{y}{\sqrt{y^2+4t^2}}-1\right).$$

With $S=\sin^2(\theta/2)=u/2$ and $C=\cos^2(\theta/2)=1-S$,

$$D=C+S\,\frac{y}{\sqrt{y^2+4t^2}} .$$

This is a spinless chain whose two bonds at site 0 are multiplied by $\cos(\theta/2)$, the overlap of the two spin directions. Such a change replaces $\Lambda$ by $C\Lambda$, and the determinant ratio $(w-C\Lambda)/(w-\Lambda)=1+S\Lambda/R$ is the same $D$.

Substitute $y=2t\tan\phi$, so that $D=C+S\sin\phi$, and integrate by parts:

$$\Delta\Omega_\infty=-\frac{2t}\pi\int_0^{\pi/2}\frac{\ln(C+S\sin\phi)}{\cos^2\phi}\,d\phi=\frac{2t}\pi\int_0^{\pi/2}\frac{S\sin\phi}{C+S\sin\phi}\,d\phi .$$

The boundary term $\tan\phi\,\ln D$ vanishes at both ends; near $\pi/2$ the logarithm is quadratic in $\pi/2-\phi$, while the tangent diverges only as its inverse. Writing $S\sin\phi=D-C$ gives

$$\Delta\Omega_\infty=\frac{2t}{\pi}\left[\frac\pi2-CK\right],\qquad K=\int_0^{\pi/2}\frac{d\phi}{C+S\sin\phi}.$$

With $\tau=\tan\left[\tfrac12(\tfrac\pi2-\phi)\right]$ and $C-S=\cos\theta$,

$$K=\int_0^1\frac{2\,d\tau}{1+\tau^2\cos\theta}=\begin{cases}2\arctan(\sqrt{\cos\theta})/\sqrt{\cos\theta},&\theta<90^\circ\\2,&\theta=90^\circ\\2\,\mathrm{artanh}(\sqrt{-\cos\theta})/\sqrt{-\cos\theta},&90^\circ<\theta<180^\circ.\end{cases}$$

As $\theta\to180^\circ$, $K$ grows only logarithmically, so $CK\to0$ and $\Delta\Omega_\infty\to t$. The small-angle coefficient is

$$A_1=\frac1{2\pi}\int_0^\infty\left(1-\frac y{\sqrt{y^2+4t^2}}\right)dy=\frac t\pi ,$$

which predicts $2t/\pi$ at $180^\circ$. The departure there is $\pi/2-1$, or 57.1%.

**Leading correction, $\theta<180^\circ$.** For $y\ll\Delta$, use $G_d\approx-(1+w/\Delta)/\Delta$ and $\Lambda_d\approx-2t^2/\Delta$. Then $X$ gains $G_ut^2/\Delta+wG_u\Lambda_u/(2\Delta)$. Both terms are imaginary on the line, while the limiting $D$ is real and non-zero, so $\ln|D|$ has no first-order change here. The correction comes from $y\sim\Delta$, where $X$ is small and the logarithm may be linearized. There $X\approx t^2\Delta^2/[w^2(w-\Delta)^2]$, against $t^2/w^2$ in the limit. With $w=i\Delta x$,

$$\Delta\Omega-\Delta\Omega_\infty\approx\frac{ut^2}{\pi\Delta}\int_0^\infty\frac{dx}{x^2}\left[\mathrm{Re}\frac1{(1-ix)^2}-1\right]=-\frac{ut^2}{\pi\Delta}\int_0^\infty\frac{3+x^2}{(1+x^2)^2}\,dx=-\frac{ut^2}\Delta .$$

The last integral is $\pi/2+2\cdot\pi/4=\pi$. The result is not uniform in $\theta$: the dropped imaginary part, about $t/\Delta$ at $y=0$ near $180^\circ$, must be small against $C=\cos^2(\theta/2)$. For $\Delta=100t$ the true correction is larger than $ut^2/\Delta$ by 1% at $150^\circ$, 17% at $170^\circ$ and 46% at $178^\circ$.

**The reversed moment.** At $180^\circ$ the limiting $D$ vanishes at $y=0$, and the imaginary term can no longer be dropped. For small $y$, $G_u\approx1/(2it)$ and $D\approx y/(2t)-it/\Delta$. This adds $\tfrac12\ln(1+b^2/y^2)$ to $\ln|D|$, with $b=2t^2/\Delta$. Since $\int_0^\infty\ln(1+b^2/y^2)\,dy=\pi b$, the energy falls by a further $b/2=t^2/\Delta$:

$$\Delta\Omega(180^\circ)\approx t-\frac{3t^2}{\Delta}.$$

Perturbation theory gives the same count. The filled level of the reversed site is lowered by $2t^2/\Delta$ through its two neighbours. The up electrons on those neighbours, half an electron on each, gain $t^2/\Delta$ in total by virtual hops onto site 0.

### (e) Numbers

The up band runs from $-0.14$ to $-0.06$ hartree and the down band from $0.06$ to $0.14$ hartree. With $E_F=-0.1$ hartree the up band is half full and the down band empty: a half-metal with half an electron per site. Equation (5) gives

$$A_1=4.78\ \text{mhartree}\;(130\ \text{meV}),\qquad A_2=0.594\ \text{mhartree}.$$

At $90^\circ$, $u=1$, so the small-angle law predicts 4.782 mhartree. Equation (4) gives 5.560 mhartree, and $\delta=5.560/4.782-1=16.3\%$. The other angles follow in the same way (energies in mhartree):

| $\theta$ | $\Delta\Omega$ | $A_1u$ | $A_1u+A_2u^2$ | $\delta$ |
|---|---|---|---|---|
| 30° | 0.652 | 0.641 | 0.651 | 1.7% |
| 60° | 2.559 | 2.391 | 2.539 | 7.0% |
| 90° | 5.560 | 4.782 | 5.376 | 16.3% |
| 120° | 9.300 | 7.172 | 8.509 | 29.7% |
| 150° | 12.797 | 8.922 | 10.992 | 43.4% |
| 180° | 14.059 | 9.563 | 11.940 | 47.0% |

Reversing the moment costs 14.06 mhartree (383 meV), nearly half as much again as the small-angle law predicts. At $30^\circ$, $(A_2/A_1)u=0.124\times0.134=1.7\%$ already accounts for the departure. At large angles two terms do not suffice. On the vertical line $\max|X|=0.513$, so convergence is guaranteed for $u<1/0.513$, that is, below about $162^\circ$. Equation (4) itself needs no expansion.

**An independent check.** Rings of 302 and 602 sites were diagonalized at fixed electron number and the energy changes extrapolated in $1/L$. At $180^\circ$ the larger ring gives 14.125 mhartree and the extrapolation 14.059 mhartree, in agreement with (4). The difference between the two, 0.066 mhartree, is a finite-size effect of order $1/L$. Only states that are even under reflection about site 0 have amplitude on that site; the odd states do not move. In these rings ($L=4m+2$) $E_F$ lies midway between two shells of levels, so the electron number is restored within the even states alone. They carry half of the density of states per site at $E_F$, $\rho=1/(2\pi t)$, and the cost is $\Delta N^2/(2L\cdot\rho/2)=\Delta N^2/(L\rho)$. With the $\Delta N\approx0.56$ found below this is 0.066 mhartree, the whole difference. The coefficient of $1/L$ depends on where $E_F$ falls among the discrete levels: for $L=604$, where a degenerate pair lies at $E_F$, the difference is $-0.051$ mhartree. An extrapolation must therefore use rings of one kind.

**Displaced charge.** At $E_F$, $X=-0.5103-0.0516i$. For $\theta=180^\circ$, $D=1+2X=-0.021-0.103i$. Its phase, followed down from $D=1$ at large $y$, is about $-101^\circ$, so $\Delta N=101/180\approx0.56$ electrons. The term $E_F\Delta N$ is then about $-56$ mhartree, four times $\Delta\Omega$ in size and of opposite sign. This ratio depends on the zero of energy, here midway between the two levels; with the zero placed at $E_F$ the term would vanish. Whenever $\Delta N$ is not zero, the bare band energy $\int^{E_F}E\,\Delta\rho\,dE$ at fixed $E_F$ can take any value and cannot stand in for $\Delta\Omega$, which is the quantity the fixed-number rings reproduce.

**Comparison with strong exchange.** Here $t^2/\Delta=2$ mhartree. At $90^\circ$ the limit is $t(1-2/\pi)=7.27$ mhartree, and the correction brings it to 5.27, against 5.56 from (4). At $180^\circ$, $t-3t^2/\Delta=20-6=14.0$ mhartree, against 14.06. Using $-ut^2/\Delta$ there would give 16.0, which shows that the extra term for the reversed moment is needed.

**Dependence on the splitting.** With $E_F$ kept at the centre of the up band, $\delta(180^\circ)$ is 14.5%, 47.0%, 55.0% and 57.2% for $\Delta/t=5,10,20$ and 100. The last value lies slightly above the limit of 57.1%. The expansion explains the sign:

$$\frac{t-3t^2/\Delta}{2t/\pi-2t^2/\Delta}\approx\frac\pi2\left[1+(\pi-3)\frac t\Delta\right].$$

The first-order corrections almost cancel in the ratio, so the strong fall of $\delta$ at smaller $\Delta/t$ comes from higher orders.

These percentages belong to this chain and this filling. A positive $A_1$ shows that turning one moment slightly costs energy; it does not prove that the ferromagnet is stable against turning many moments together. Exchange constants taken from small rotations describe the neighbourhood of the ferromagnetic state. In this example they underestimate the cost of a large single-site rotation, even though the splitting was held fixed.

The numerical output below gives the values to more digits.

## Numbers as computed

```
hopping t = 0.020 hartree
splitting Delta = 0.200 hartree
Fermi energy = -0.100 hartree
up band: -0.140 to -0.060 hartree
down band: 0.060 to 0.140 hartree
X at Fermi energy = -0.51031 -0.05155 i (no unit)
A1 = 4.7815 mhartree = 130.11 meV
A2 = 0.5942 mhartree
A2/A1 = 0.1243 (no unit)
max |X| on the vertical line = 0.51291 (no unit)
series guaranteed below theta = 161.7 degrees
theta/deg | exact | A1 u | A1 u + A2 u^2 (mhartree) | departure/%
  30 | 0.6516 | 0.6406 | 0.6513 | 1.72
  60 | 2.5585 | 2.3908 | 2.5393 | 7.01
  90 | 5.5602 | 4.7815 | 5.3757 | 16.28
 120 | 9.3000 | 7.1723 | 8.5093 | 29.67
 150 | 12.7974 | 8.9225 | 10.9915 | 43.43
 180 | 14.0588 | 9.5631 | 11.9399 | 47.01
exact at 180 deg = 382.56 meV
ring check: theta/deg | L=602 | 1/L extrapolated (mhartree)
  10 | 0.0728 | 0.0728
  60 | 2.5585 | 2.5584
  90 | 5.5605 | 5.5601
 120 | 9.3024 | 9.2997
 180 | 14.1250 | 14.0588
exact at 10 deg = 0.0728 mhartree
displaced charge at 90 deg = 0.0334 electrons
displaced charge at 180 deg = 0.5628 electrons
strong exchange: theta/deg | limit | limit - u t^2/Delta (mhartree)
  60 | 3.3762 | 2.3762
  90 | 7.2676 | 5.2676
 120 | 12.0648 | 9.0648
 180 | 20.0000 | 16.0000
Delta/t | A1 (mhartree) | exact at 180 deg (mhartree) | departure/%
   5 | 3.6888 | 8.4451 | 14.47
  10 | 4.7815 | 14.0588 | 47.01
  20 | 5.4848 | 17.0075 | 55.04
 100 | 6.1715 | 19.4001 | 57.17
departure at 180 deg for infinite Delta = 57.08 %
```
